**Sign changes of the band-energy difference between two densities of states**

If the moments μ_p of two densities of states agree for p = 0,…,m−1 and differ at p = m ≥ 2, their band-energy difference ΔU(ν) at equal filling ν changes sign at least m−2 times. Φ(E) denotes minus the zero-temperature grand potential at Fermi energy E, and t is the hopping strength. The program compares a six-site ring with an infinite chain at t = 1 eV and asserts that they first differ at the sixth moment and that the moments of ΔΦ follow from those of the densities. It asserts that the lobe extrema of ΔU and −ΔΦ agree, for the ring and for 600 random pairs of discrete spectra with matched moments. The random pairs never show fewer than m−2 changes, and some show more. Rings of 3 to 10 sites and the smooth Chebyshev-modulated bands with m = 3 to 6 show exactly m−2. Shifting the six-site ring levels by 0.1 eV, which makes the first moments unequal, removes all four sign changes.

## Program and output

```python
"""
Result under test (Ducastelle and Cyrot-Lackmann theorem):
two densities of states whose moments agree for p = 0..m-1 and differ at p = m
have a band-energy difference dU(filling) with at least m-2 sign changes.

Symbols: filling = occupied fraction of the band (0..1), per site and per spin;
U(filling) = band energy; Phi(E) = integral of (E-e)_+ n(e) de, minus the grand
potential; dU, dPhi, dmu = first system minus second system.
Ring and chain: one orbital per site, hopping -t, site energy zero.
"""
import numpy as np
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import null_space
from scipy.optimize import brentq
from scipy.special import eval_chebyu

t = 1.0  # eV


def lobe_extrema(values, tol):
    """Largest signed value in each run of equal sign; |value| <= tol is skipped."""
    lobes = []
    for v in values:
        if abs(v) <= tol:
            continue
        if lobes and lobes[-1] * v > 0:
            if abs(v) > abs(lobes[-1]):
                lobes[-1] = v
        else:
            lobes.append(v)
    return np.array(lobes)


def cumulative_filling(levels, weights):
    order = np.argsort(levels)
    e, w = levels[order], weights[order]
    return np.r_[0.0, np.cumsum(w)], np.r_[0.0, np.cumsum(w * e)]


def fill_levels(filling, levels, weights):
    """Band energy from filling discrete levels from the bottom."""
    return np.interp(filling, *cumulative_filling(levels, weights))


def phi_discrete(energy, levels, weights):
    return np.array([np.sum(weights * np.maximum(e - levels, 0.0))
                     for e in np.atleast_1d(energy)])


def ring_matrix(n):
    h = np.zeros((n, n))
    for i in range(n):
        h[i, (i + 1) % n] = h[(i + 1) % n, i] = -t
    return h


def chain_energy(filling):
    return -2 * t / np.pi * np.sin(np.pi * filling)


def clean(x, digits):
    return round(float(x), digits) + 0.0


# Infinite chain sampled in wave number; check of its closed-form band energy
k_count = 4000
k = -np.pi + 2 * np.pi * (np.arange(k_count) + 0.5) / k_count
band = -2 * t * np.cos(k)
band_weights = np.full(k_count, 1 / k_count)
fine_filling = np.linspace(0, 1, 5041)
assert np.allclose(fill_levels(fine_filling, band, band_weights),
                   chain_energy(fine_filling), atol=2e-6)

# Six-site ring against the chain: moments
n_ring = 6
h6 = ring_matrix(n_ring)
levels6 = np.linalg.eigvalsh(h6)
weights6 = np.full(n_ring, 1 / n_ring)
print(f"hopping strength t = {t:.1f} eV, ring sites = {n_ring}")
print("ring levels (eV):", " ".join(f"{clean(e, 4):.4f}" for e in levels6))
dmu = []
for p in range(n_ring + 1):
    mu_ring = np.trace(np.linalg.matrix_power(h6, p)) / n_ring
    mu_chain = np.mean(band ** p)
    dmu.append(mu_ring - mu_chain)
    print(f"moment {p}: ring {clean(mu_ring, 6):.4f}, "
          f"chain {clean(mu_chain, 6):.4f} eV^{p}")
assert np.allclose(dmu[:n_ring], 0, atol=1e-9)
assert abs(dmu[n_ring] - 2 * t ** 6) < 1e-9

# Moments of dPhi by quadrature against moments of the density difference
e_grid = np.linspace(-2 * t, 2 * t, 4001)
phi_chain = np.array([np.maximum(e - band, 0).mean() for e in e_grid])
dphi = phi_discrete(e_grid, levels6, weights6) - phi_chain
for q in range(n_ring - 1):
    integral = trapezoid(e_grid ** q * dphi, e_grid)
    predicted = dmu[q + 2] / ((q + 1) * (q + 2))
    assert abs(integral - predicted) < 2e-5
    print(f"integral of E^{q} dPhi = {clean(integral, 4):.4f}, "
          f"from moments {clean(predicted, 4):.4f} eV^{q + 2}")


def ring_minus_chain(filling):
    return fill_levels(filling, levels6, weights6) - chain_energy(filling)


# Energies at even electron numbers, and the fixed-filling/fixed-energy link
for electrons in (2, 4, 6, 8, 10):
    nu = electrons / (2 * n_ring)
    du = float(ring_minus_chain(nu))
    fermi = -2 * t * np.cos(np.pi * nu)
    dphi_here = (phi_discrete(fermi, levels6, weights6)[0]
                 - np.maximum(fermi - band, 0).mean())
    assert abs(du + dphi_here) < 2e-6
    assert (du < 0) == (electrons % 4 == 2)
    print(f"{electrons} electrons: filling {nu:.4f}, E_F {clean(fermi, 4):.4f} eV, "
          f"U ring {du + chain_energy(nu):.4f}, chain {chain_energy(nu):.4f} eV")
    print(f"   dU {du:.4f}, dPhi {dphi_here:.4f} eV; "
          f"whole ring, both spins {2 * n_ring * du:.4f} eV")

lobes_n = lobe_extrema(ring_minus_chain(fine_filling), 1e-9)
lobes_e = lobe_extrema(dphi, 1e-5)
assert len(lobes_n) == len(lobes_e) == n_ring - 1
assert np.allclose(lobes_n, -lobes_e, atol=1e-5)
for j in range(1, 5):
    root = brentq(ring_minus_chain, j / 6, (j + 1) / 6)
    print(f"sign change {j}: filling {root:.4f}, electrons {2 * n_ring * root:.3f}")

# Unequal band centres: the first moments differ and the crossings are lost
shift = 0.1  # eV
shifted = fill_levels(fine_filling, levels6 + shift, weights6) \
    - chain_energy(fine_filling)
shifted_changes = len(lobe_extrema(shifted, 1e-9)) - 1
assert shifted_changes < n_ring - 2
print(f"ring levels shifted by {shift:.1f} eV: sign changes = {shifted_changes}")

# Rings of other sizes
for n in range(3, 11):
    h = ring_matrix(n)
    differences = [np.trace(np.linalg.matrix_power(h, p)) / n - np.mean(band ** p)
                   for p in range(n + 1)]
    first = next(p for p, d in enumerate(differences) if abs(d) > 1e-8)
    assert first == n
    assert abs(differences[n] - 2 * (-t) ** n) < 1e-8
    du = fill_levels(fine_filling, np.linalg.eigvalsh(h), np.full(n, 1 / n)) \
        - chain_energy(fine_filling)
    changes = len(lobe_extrema(du, 1e-9)) - 1
    assert changes == first - 2
    print(f"ring of {n}: first differing moment {first}, sign changes {changes}")

# Random discrete spectra with matched moments and no level in common
rng = np.random.default_rng(7)
trials = 100
for m in range(3, 9):
    counts = []
    for trial in range(trials):
        size = m + 1 + trial % 5
        spacing = 2 / (size - 1)
        x = np.linspace(-1, 1, size) + spacing * rng.uniform(-0.25, 0.25, size)
        conditions = np.polynomial.chebyshev.chebvander(x, m - 1).T
        basis = null_space(conditions)
        difference = basis @ rng.normal(size=basis.shape[1])
        difference /= difference[difference > 0].sum()
        up, down = difference > 0, difference < 0
        x1, w1, x2, w2 = x[up], difference[up], x[down], -difference[down]
        for p in range(m):
            assert abs(np.sum(w1 * x1 ** p) - np.sum(w2 * x2 ** p)) < 1e-11
        dmu_m = np.sum(w1 * x1 ** m) - np.sum(w2 * x2 ** m)
        assert abs(dmu_m) > 1e-9
        # both functions are piecewise linear, so their corners suffice
        corners = np.sort(np.r_[cumulative_filling(x1, w1)[0],
                                cumulative_filling(x2, w2)[0]])
        du = fill_levels(corners, x1, w1) - fill_levels(corners, x2, w2)
        dp = phi_discrete(x, x1, w1) - phi_discrete(x, x2, w2)
        by_filling, by_energy = lobe_extrema(du, 1e-12), lobe_extrema(dp, 1e-12)
        assert len(by_filling) == len(by_energy)
        assert np.allclose(by_filling, -by_energy, atol=1e-11)
        changes = len(by_filling) - 1
        assert changes >= m - 2
        if changes == m - 2:
            assert by_filling[-1] * dmu_m < 0
            assert by_filling[0] * dmu_m * (-1) ** m < 0
        counts.append(changes)
    assert min(counts) == m - 2
    print(f"random spectra, m = {m}: {trials} pairs, "
          f"sign changes from {min(counts)} to {max(counts)}")

# Smooth bands: semi-elliptic density times (1 +- delta * Chebyshev U_m)
theta = np.linspace(0, np.pi, 40001)
x = -np.cos(theta)
for m in range(3, 7):
    delta = 0.9 / (m + 1)
    energies = []
    for sign in (1, -1):
        density = 2 / np.pi * np.sin(theta) ** 2 \
            * (1 + sign * delta * eval_chebyu(m, x))
        assert density.min() > -1e-12
        filled = cumulative_trapezoid(density, theta, initial=0)
        energy = cumulative_trapezoid(density * x, theta, initial=0)
        energies.append(np.interp(fine_filling, filled, energy))
    changes = len(lobe_extrema(energies[0] - energies[1], 1e-6)) - 1
    assert changes == m - 2
    print(f"smooth bands, m = {m}: delta = {delta:.3f}, sign changes {changes}")

print("done: every assertion held")
```

Printed output:

```
hopping strength t = 1.0 eV, ring sites = 6
ring levels (eV): -2.0000 -1.0000 -1.0000 1.0000 1.0000 2.0000
moment 0: ring 1.0000, chain 1.0000 eV^0
moment 1: ring 0.0000, chain 0.0000 eV^1
moment 2: ring 2.0000, chain 2.0000 eV^2
moment 3: ring 0.0000, chain 0.0000 eV^3
moment 4: ring 6.0000, chain 6.0000 eV^4
moment 5: ring 0.0000, chain 0.0000 eV^5
moment 6: ring 22.0000, chain 20.0000 eV^6
integral of E^0 dPhi = 0.0000, from moments 0.0000 eV^2
integral of E^1 dPhi = 0.0000, from moments 0.0000 eV^3
integral of E^2 dPhi = 0.0000, from moments 0.0000 eV^4
integral of E^3 dPhi = 0.0000, from moments 0.0000 eV^5
integral of E^4 dPhi = 0.0667, from moments 0.0667 eV^6
2 electrons: filling 0.1667, E_F -1.7321 eV, U ring -0.3333, chain -0.3183 eV
   dU -0.0150, dPhi 0.0150 eV; whole ring, both spins -0.1803 eV
4 electrons: filling 0.3333, E_F -1.0000 eV, U ring -0.5000, chain -0.5513 eV
   dU 0.0513, dPhi -0.0513 eV; whole ring, both spins 0.6159 eV
6 electrons: filling 0.5000, E_F 0.0000 eV, U ring -0.6667, chain -0.6366 eV
   dU -0.0300, dPhi 0.0300 eV; whole ring, both spins -0.3606 eV
8 electrons: filling 0.6667, E_F 1.0000 eV, U ring -0.5000, chain -0.5513 eV
   dU 0.0513, dPhi -0.0513 eV; whole ring, both spins 0.6159 eV
10 electrons: filling 0.8333, E_F 1.7321 eV, U ring -0.3333, chain -0.3183 eV
   dU -0.0150, dPhi 0.0150 eV; whole ring, both spins -0.1803 eV
sign change 1: filling 0.1882, electrons 2.259
sign change 2: filling 0.4664, electrons 5.597
sign change 3: filling 0.5336, electrons 6.403
sign change 4: filling 0.8118, electrons 9.741
ring levels shifted by 0.1 eV: sign changes = 0
ring of 3: first differing moment 3, sign changes 1
ring of 4: first differing moment 4, sign changes 2
ring of 5: first differing moment 5, sign changes 3
ring of 6: first differing moment 6, sign changes 4
ring of 7: first differing moment 7, sign changes 5
ring of 8: first differing moment 8, sign changes 6
ring of 9: first differing moment 9, sign changes 7
ring of 10: first differing moment 10, sign changes 8
random spectra, m = 3: 100 pairs, sign changes from 1 to 4
random spectra, m = 4: 100 pairs, sign changes from 2 to 4
random spectra, m = 5: 100 pairs, sign changes from 3 to 5
random spectra, m = 6: 100 pairs, sign changes from 4 to 8
random spectra, m = 7: 100 pairs, sign changes from 5 to 9
random spectra, m = 8: 100 pairs, sign changes from 6 to 9
smooth bands, m = 3: delta = 0.225, sign changes 1
smooth bands, m = 4: delta = 0.180, sign changes 2
smooth bands, m = 5: delta = 0.150, sign changes 3
smooth bands, m = 6: delta = 0.129, sign changes 4
done: every assertion held
```
